\section*{Nickel gathered from the sides and the reverse linewidth effect}

\section{Problem}

A long silicon line of width $W=50$ nm lies between two wide strips of insulator. A flat nickel film of thickness $t=10$ nm covers line and insulator alike. On heating, nickel reacts with silicon to form the silicide NiSi. It does not react with the insulator, but it can move along it to the line. Unreacted nickel is etched away afterwards.

In some silicides the sheet resistance rises as the line is made narrower; this is the linewidth effect. In the reverse linewidth effect it falls. The questions are these.

\begin{enumerate}
\item The line takes up its own nickel and all nickel within $d=25$ nm of each edge. How thick a film, lying on the line alone, would hold the same nickel?
\item Now replace the sharp zone of collection by a diffusion model. Let nickel diffuse along the insulator with diffusivity $D=16.36$ nm$^2$/s for an anneal time $\tau_a=30$ s, and let the line edge capture all that arrives. How much nickel does the line collect?
\item What silicide thickness and sheet resistance follow, and how do they depend on $W$?
\item Is there time for the nickel to react?
\end{enumerate}

The material data are rough typical values. The volume per atom is $v_{\rm Ni}=11$ \AA$^3$ in nickel and $v_{\rm Si}=20$ \AA$^3$ in silicon, and the volume per formula unit of NiSi is $v_{\rm NiSi}=24$ \AA$^3$. The resistivity of NiSi is $\rho=15\ \mu\Omega$\,cm, or 150 $\Omega$\,nm. The silicide grows by $h^2=K\tau$ while nickel is available, with $K=100$ nm$^2$/s near 600 K. The silicon is 100 nm high.

Thickness means cross-sectional area divided by line width, so it is an average over the line. The equations contain neither $\hbar$ nor the charge or mass of the electron, and they read the same in atomic units.

\section{First estimate by scaling}

The only length that can be formed from $D$ and $\tau_a$ is $\sqrt{D\tau_a}$. Nickel from about this distance reaches the line:
\begin{equation}
\sqrt{D\tau_a}=\sqrt{16.36\times30}\ \text{nm}\approx 22.2\ \text{nm}.
\end{equation}
The line then draws on a film of width $W+2\sqrt{D\tau_a}$ and gathers its nickel into the width $W$. The effective thickness is therefore about
\begin{equation}
t\left(1+\frac{2\sqrt{D\tau_a}}{W}\right)
\approx 10\left(1+\frac{44.3}{50}\right)\ \text{nm}\approx 18.9\ \text{nm}.
\end{equation}
The side supply is fixed by diffusion on the insulator and does not know the line width. Shared over a narrower line, it adds more thickness. Scaling gives this dependence on $W$, but cannot give the numerical factor in front of $\sqrt{D\tau_a}$.

\section{Exact solution}

\subsection{Counting the nickel}

Consider unit length of line. The nickel collected occupies a film of width $W+2d$ and thickness $t$, so the number of atoms is
\begin{equation}
N=\frac{t\,(W+2d)}{v_{\rm Ni}}.
\end{equation}
A film of thickness $t_{\rm eff}$ on the line alone would hold $t_{\rm eff}W/v_{\rm Ni}$ atoms. Equating the two numbers and dividing by $W/v_{\rm Ni}$ gives
\begin{equation}
t_{\rm eff}=t\left(1+\frac{2d}{W}\right).
\label{eq:teff}
\end{equation}
For the given line,
\begin{equation}
t_{\rm eff}=10\left(1+\frac{2\times25}{50}\right)\ \text{nm}=20\ \text{nm}=200\ \text{\AA}.
\end{equation}
The effective thickness is twice the deposited one, because the two side zones together are as wide as the line. For $W\gg2d$ the ratio $t_{\rm eff}/t$ tends to 1.

\subsection{The collection length from diffusion}

Let $x$ be the distance from the line edge into the insulator, and $u(x,\tau)$ the local nickel thickness at time $\tau$. In this model
\begin{equation}
\frac{\partial u}{\partial\tau}=D\frac{\partial^2u}{\partial x^2},\qquad u(x,0)=t,\qquad u(0,\tau)=0.
\label{eq:diff}
\end{equation}
The equation assumes Fick's law with constant $D$ for the local thickness. A continuous film that feeds a thin mobile layer could instead be used up behind a sharp front. The last condition says that the edge captures nickel as soon as it arrives. The thickness $t$ only sets the scale of $u$, and neither the equation nor the conditions contain a fixed length along $x$. We therefore try $u=f(\eta)$ with $\eta=x/(2\sqrt{D\tau})$. The derivatives are
\begin{equation}
\frac{\partial u}{\partial\tau}=-\frac{\eta}{2\tau}f',\qquad
D\frac{\partial^2u}{\partial x^2}=\frac{1}{4\tau}f''.
\end{equation}
Hence $f''=-2\eta f'$, so that $f'=C e^{-\eta^2}$. With $f(0)=0$ and $f(\infty)=t$, and with $\int_0^\infty e^{-s^2}ds=\sqrt\pi/2$, the constant is $C=2t/\sqrt\pi$ and
\begin{equation}
u=t\,\frac{2}{\sqrt\pi}\int_0^{\eta}e^{-s^2}ds=t\,\mathrm{erf}\!\left(\frac{x}{2\sqrt{D\tau}}\right).
\end{equation}
The flow into the line through one edge is $D\,\partial u/\partial x$ at $x=0$. It is positive because nickel moves down the gradient, towards smaller $x$:
\begin{equation}
D\left.\frac{\partial u}{\partial x}\right|_{0}
=D\,\frac{2t}{\sqrt\pi}\,\frac{1}{2\sqrt{D\tau}}
=t\sqrt{\frac{D}{\pi\tau}}.
\end{equation}
Integrating from 0 to $\tau$, with $\int_0^\tau ds/\sqrt s=2\sqrt\tau$, gives the collected cross-section $t\,d(\tau)$, where
\begin{equation}
d(\tau)=2\sqrt{\frac{D\tau}{\pi}}.
\label{eq:d}
\end{equation}
At $\tau_a$ this is $1.128\times22.2$ nm $=25$ nm. The diffusivity, $1.64\times10^{-13}$ cm$^2$/s, was chosen to give this value, so questions 1 and 2 describe the same amount of nickel.

The length $d$ is an equivalent length. Some nickel nearer than $d$ stays behind, since $u>0$ for $x>0$, and some from beyond $d$ is drawn in, since $u<t$ there. The two amounts balance, and equation (\ref{eq:teff}) needs no sharp boundary. As a test, diffusion was followed numerically over the whole film, with nickel trapped quickly wherever silicon lies beneath it. This gave $t_{\rm eff}=19.94$ nm for the 50 nm line, 0.3\% below the formula. The shortfall comes from the finite cell size and trapping rate: finer cells raise the value by about 0.02 nm, and faster trapping brings it towards 20 nm.

\subsection{Silicide thickness and sheet resistance}

Each nickel atom takes one silicon atom and makes one formula unit of NiSi. If all the nickel reacts, the silicide thickness $h$ and the thickness of silicon consumed are
\begin{align}
h&=\frac{v_{\rm NiSi}}{v_{\rm Ni}}\,t_{\rm eff}=2.182\times20\ \text{nm}=43.6\ \text{nm},\\
h_{\rm Si}&=\frac{v_{\rm Si}}{v_{\rm Ni}}\,t_{\rm eff}=1.818\times20\ \text{nm}=36.4\ \text{nm}.
\end{align}
The silicon height of 100 nm suffices. A very wide line, with $t_{\rm eff}=t$, has 21.8 nm of silicide.

To find the sheet resistance, divide the line into narrow strips running along it. They conduct in parallel. A strip of width $dy$ and local thickness $h(y)$ has conductance $h(y)\,dy/\rho$ for unit length, so the whole line has $\int h\,dy/\rho=Wh/\rho$, with $h$ the average thickness. The resistance of a square, whose length is $W$, is $W$ divided by this:
\begin{equation}
R_s=\frac{\rho}{h}=R_{\rm wide}\,\frac{W}{W+2d},\qquad R_{\rm wide}=\frac{\rho\,v_{\rm Ni}}{v_{\rm NiSi}\,t}.
\label{eq:rs}
\end{equation}
For a given resistivity only the average thickness matters. The numbers are $R_{\rm wide}=150/21.8\approx6.9\ \Omega$ per square and $R_s=150/43.6\approx3.4\ \Omega$ per square for the 50 nm line. The sheet resistance falls as the line is narrowed, which is the reverse linewidth effect. For fully reacted lines the resistance of a given length, $R_s/W$ per unit length, is proportional to $1/(W+2d)$ and still rises on narrowing, but less steeply than $1/W$.

\subsection{Time to react}

Extra nickel thickens the silicide only if it reacts. While free nickel is present, growth is limited by diffusion through the silicide, at a rate inversely proportional to its thickness:
\begin{equation}
\frac{dh}{d\tau}=\frac{K}{2h}\quad\Rightarrow\quad \frac{d(h^2)}{d\tau}=K\quad\Rightarrow\quad h=\sqrt{K\tau}.
\end{equation}
The nickel present in the line at time $\tau$ allows at most
\begin{equation}
h_{\rm N}(\tau)=b+a\sqrt\tau,\qquad b=\frac{v_{\rm NiSi}}{v_{\rm Ni}}t,\qquad a=\frac{2b\,d(\tau_a)}{W\sqrt{\tau_a}},
\end{equation}
since $d$ grows as $\sqrt\tau$. Here $b=21.8$ nm, and $a=21.8/\sqrt{30}\approx4.0$ nm/s$^{1/2}$ because $2d(\tau_a)=W$. At first $\sqrt{K\tau}<h_{\rm N}$ and time is the limit. The two curves meet when
\begin{equation}
\sqrt{\tau_c}=\frac{b}{\sqrt K-a}\approx\frac{21.8}{10-4.0}\ \text{s}^{1/2}\approx3.6\ \text{s}^{1/2},
\end{equation}
or at about 13 s. A crossing requires $a<\sqrt K$. After it, $h_{\rm N}<\sqrt{K\tau}$, and a silicide of thickness $h_{\rm N}$ could grow at the rate
\begin{equation}
\frac{K}{2h_{\rm N}}>\frac{\sqrt K}{2\sqrt\tau}>\frac{a}{2\sqrt\tau}=\frac{dh_{\rm N}}{d\tau}.
\end{equation}
The reaction can thus keep up with the supply, and at all times
\begin{equation}
h(\tau)=\min\left[\sqrt{K\tau},\,h_{\rm N}(\tau)\right].
\label{eq:min}
\end{equation}
At 30 s growth could reach 54.8 nm, more than the 43.6 nm that the nickel allows. In this one-phase model the answer to question 4 is yes for this line. Equation (\ref{eq:min}) works with averages over the line. It assumes that side nickel spreads across the line at once and that the edge captures nickel from the start. Suppose instead that free nickel moves inside the line only as fast as on the insulator, and that each point grows by the same parabolic law. The edges then stop at 54.8 nm, the centre stays near 22 nm, and the average is about 38 nm instead of 43.6 nm.

In real films Ni$_2$Si usually forms first, and NiSi grows from it once the free nickel is used up. If Ni$_2$Si also grows with $K=100$ nm$^2$/s, and unreacted nickel in the line does not hold back collection, the free nickel is used up after about 4.3 s. NiSi then has 25.7 s left. Even if nickel arriving later causes no delay, this second step needs a growth constant of at least $43.6^2/25.7\approx74$ nm$^2$/s to finish. The answer for a real line therefore depends on the growth constants of both phases.

For a fixed anneal, narrower lines eventually run out of time. Setting $\sqrt{K\tau_a}=b(1+2d/W^*)$ and solving for the width gives
\begin{equation}
W^*=\frac{2d}{\sqrt{K\tau_a}/b-1}=33.1\ \text{nm}.
\end{equation}
Below $W^*$ the thickness stays at 54.8 nm in this model, and the sheet resistance stops falling, at about $2.7\ \Omega$ per square. The value of $W^*$ assumes that unreacted nickel in the line does not hold back collection. If it does, this limit is reached only on narrower lines. If collection is not held back, a 25 nm line has $t_{\rm eff}=30$ nm, enough for 65 nm of silicide, but part of that nickel remains unreacted after 30 s.

\section{Comparison of estimate and solution}

The scaling estimate gave 18.9 nm and the solution gives 20 nm. The estimate has the right dependence on $D$, $\tau_a$ and $W$. What it lacks is the factor $2/\sqrt\pi=1.128$ in equation (\ref{eq:d}). Replacing $d$ by $\sqrt{D\tau_a}=(\sqrt\pi/2)\,d$ makes an error, relative to the true $t_{\rm eff}$, of
\begin{equation}
\frac{2td\,(1-\sqrt\pi/2)/W}{t(1+2d/W)}=0.114\,\frac{2d}{W+2d}.
\end{equation}
This is 5.7\% at $W=2d$. It vanishes for wide lines, where the side supply hardly counts, and approaches 11.4\% for very narrow ones, where nearly all the nickel comes from the sides.

\section{Where the result changes}

\subsection{A neighbouring line}

If the next line lies across a gap $S$, both draw on the same nickel. Equation (\ref{eq:diff}) now has $u=0$ at $x=0$ and at $x=S$. We expand $u$ in $\sin(m\pi x/S)$. The coefficient of the uniform initial film is
\begin{equation}
\frac{2}{S}\int_0^S t\sin\frac{m\pi x}{S}\,dx=\frac{2t}{m\pi}\,(1-\cos m\pi),
\end{equation}
which is $4t/(m\pi)$ for odd $m$ and zero for even $m$. Each term decays as $\exp(-m^2\pi^2D\tau/S^2)$ and has the integral $2S/(m\pi)$ over the gap. Subtracting what remains from $tS$, halving for the two edges and dividing by $t$ gives the length collected per edge:
\begin{equation}
d_S=\frac S2\left[1-\sum_{m\ \rm odd}\frac{8}{m^2\pi^2}\,e^{-m^2\pi^2D\tau/S^2}\right].
\end{equation}
It cannot exceed $S/2$. For $S=50$ nm and 30 s it is 22.1 nm. If the 50 nm line has such a gap on both sides, its $t_{\rm eff}$ drops from 20 to 18.8 nm. Dense lines therefore collect less nickel than isolated ones of the same width. Their silicide is thinner only where nickel, not time, is the limit.

\subsection{A shorter anneal}

With $D$ and $K$ held fixed, a 10 s anneal gives $d=25/\sqrt3=14.4$ nm. The nickel would then allow 34.4 nm of silicide, but time allows 31.6 nm in the one-phase model. By equation (\ref{eq:min}) the smaller value holds. The wide line has already finished at 21.8 nm, so the ratio is 1.45 instead of 2. If Ni$_2$Si forms first, the time limit depends on the growth constants of both phases.

There is also a tension within the model. The edge was taken to capture nickel from the start, although the line still holds unreacted nickel of its own. Suppose instead that collection begins only when the deposited 10 nm has reacted, after $21.8^2/100\approx4.8$ s. Then $d\approx25\sqrt{25.2/30}\approx22.9$ nm and $t_{\rm eff}\approx19.2$ nm. This is only an estimate of the size of the effect, since collection would in fact begin gradually, as the free nickel in the line thins. With gradual collection and fast spreading within the line, $t_{\rm eff}$ is about 19.5 nm. Slow spreading matters more, because free nickel then lingers at the edges and holds back collection. With the same $D$ inside the line as on the insulator, $t_{\rm eff}$ falls to about 17.6 nm.

\subsection{Uneven thickness across the line}

Side nickel enters at the edges and may react before it reaches the centre. Let $y$ be measured from the centre. Suppose that mobile nickel of thickness $m(y)$ diffuses inside the line with diffusivity $D_l$ and is bound at the rate $km$. In the quasi-steady state $D_lm''=km$. The bound thickness is $e=k\int m\,d\tau$, so integrating over time gives
\begin{equation}
\lambda^2e''=e,\qquad \lambda^2e'(W/2)=td,\qquad \lambda=\sqrt{D_l/k}.
\end{equation}
The second relation states that $td$ enters through each edge. The symmetric solution is $e=A\cosh(y/\lambda)$, and the edge condition gives $A\lambda\sinh(W/2\lambda)=td$. Hence
\begin{equation}
e(y)=\frac{td}{\lambda}\,\frac{\cosh(y/\lambda)}{\sinh(W/2\lambda)}.
\end{equation}
Its integral over the line is $2A\lambda\sinh(W/2\lambda)=2td$, so the average is unchanged. With $\lambda=25$ nm, a chosen value, the effective nickel thickness is 18.5 nm at the centre and 23.1 nm at the edges. At the centre of a 1000 nm line it stays at 10.0 nm: there the side nickel thickens the borders alone.

This profile leaves out the limit on silicide growth, which can make it flatter. With $\lambda=25$ nm the formula gives 50.5 nm of silicide at the edges of the 50 nm line, less than the 54.8 nm that 30 s allows. Even so, side nickel that arrives early, while growth is still the limit, may move inward before it reacts, and the edges are then thinner than the formula says. With $\lambda=10$ nm it gives 77 nm, which cannot form in that time. The excess nickel must then move inward and react there, or remain unreacted, and the formula for $e(y)$ no longer holds.

\subsection{Real lines}

The example lies in the regime of a nickel-silicided polysilicon gate. Its collection length and growth constant are rough model values, and both depend strongly on temperature. A real gate also breaks the assumption of a flat film. A gate stands above its surroundings, and the nickel on its steep side spacers may be thinner than on top. If the side film is half as thick and $d$ is held at 25 nm, the side supply is halved and $t_{\rm eff}=15$ nm.

For the dimensions used here, electron scattering at the silicide surfaces changes the resistances but hardly their ratio. With a mean free path of about 5 nm and fully diffuse surfaces, the wide line has 7.5 and the 50 nm line 3.7 $\Omega$ per square. The narrow line gains extra surface at its sides, but at this width its greater thickness roughly offsets this.

The phase matters more. Suppose the reaction in the narrow line stops at Ni$_2$Si, with about 33 \AA$^3$ per formula unit and 24 $\mu\Omega$\,cm. Each unit holds two nickel atoms, so the thickness is $20\times33/(2\times11)=30$ nm and the sheet resistance is $240/30=8.0\ \Omega$ per square. This exceeds the 6.9 $\Omega$ per square of a wide NiSi line. The silicide is still thicker on the narrow line, but the fall in resistance is lost. The halving of the sheet resistance found above for doubled nickel assumes that both lines are fully converted to NiSi of the same resistivity. The numerical output below lists the values for other widths.

\section*{Computed results}
\begin{verbatim}
Deposited nickel thickness: 10.0 nm
Line width: 50.0 nm; collection length per side: 25.0 nm
Effective nickel thickness: 20.0 nm = 200 angstrom
Ratio to deposited thickness: 2.00
Same from film diffusion simulation: 19.94 nm
Nickel atoms per nm of line: 90909
Atomic volumes Ni, Si: 11, 20 angstrom^3
Formula volumes NiSi, Ni2Si: 24, 33 angstrom^3
NiSi thickness per nickel thickness: 2.182
Si thickness used per nickel thickness: 1.818
Silicon used, wide line: 18.2 nm
Silicon used, 50 nm line: 36.4 nm of 100 nm height
NiSi thickness, wide line: 21.8 nm
NiSi thickness, 50 nm line: 43.6 nm
NiSi resistivity: 15 microohm cm
Sheet resistance, wide line: 6.87 ohm/square
Sheet resistance, 50 nm line: 3.44 ohm/square
Anneal time: 30 s; growth constant: 100 nm^2/s
Diffusivity giving this reach: 16.36 nm^2/s = 1.64e-13 cm^2/s
Collection length from matrix solution: 25.00 nm
Growth possible in 30 s: 54.8 nm
Width below which time is the limit: 33.1 nm
Width nm | effective Ni nm | NiSi nm | ohm/square (30 s anneal)
     25 |  30.00 |  54.77 |  2.74
     50 |  20.00 |  43.64 |  3.44
    100 |  15.00 |  32.73 |  4.58
    200 |  12.50 |  27.27 |  5.50
   1000 |  10.50 |  22.91 |  6.55
Neglected effects, sized for the 50 nm line:
Gap of 50 nm: collected per edge 22.08 nm, effective Ni 18.83 nm
Anneal of 10 s: collection length 14.4 nm
  nickel would allow NiSi of 34.4 nm
  time allows NiSi of 31.6 nm
  ratio to fully reacted deposited film: 1.45
Reaction length of side nickel in line: 25 nm
  effective Ni at centre: 18.5 nm
  effective Ni at edge: 23.1 nm
  effective Ni at centre of 1000 nm line: 10.0 nm
Side film half as thick: effective Ni 15.0 nm
Electron mean free path: 5 nm
  wide line with surface scattering: 7.52 ohm/square
  50 nm line with surface scattering: 3.72 ohm/square
Ni2Si resistivity: 24 microohm cm
  50 nm line left as Ni2Si: 30.0 nm, 8.00 ohm/square
\end{verbatim}
